# Why Thin Walls Around Cubic Grains Contribute 2δD_b/d to Diffusion: a program that tests the result

```python
"""Effective diffusivity of cubic grains enclosed by thin, fast walls.

Result under test: K = D_g + 2*delta*D_b/d to leading order for
delta/d << 1 and D_b/D_g >> 1, not D_g + f*D_b with f the wall fraction.
d: repeat distance; delta: wall thickness; eps = delta/d;
D_g, D_b: grain and wall diffusivities; ratio = D_b/D_g;
K: long-wavelength diffusivity. No segregation is present.
The numerical cell uses d = 1 and D_g = 1.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import splu


def half_edges(eps, n_core, n_wall):
    """Cell edges from grain centre to wall centre, refined near the wall."""
    core = (1 - eps) / 2
    stretch = np.arcsinh(1 / eps)
    steps = np.arange(n_core, -1, -1) / n_core
    distance = core * np.sinh(stretch * steps) / np.sinh(stretch)
    wall = np.linspace(core, 0.5, n_wall + 1)[1:]
    return np.concatenate([core - distance, wall])


def diffusivity_map(edge_sets, eps, ratio, families=(True, True, True)):
    """Wall value wherever a selected wall family is present."""
    inside = []
    for edges, present in zip(edge_sets, families):
        middle = (edges[1:] + edges[:-1]) / 2
        inside.append((np.abs(middle) > (1 - eps) / 2) & present)
    wall = (inside[0][:, None, None] | inside[1][None, :, None]
            | inside[2][None, None, :])
    return np.where(wall, float(ratio), 1.0)


def half_resistances(edge_sets, diffusivity, axis):
    """Face areas and resistance lengths from cell centres to faces."""
    widths = [np.diff(edges) for edges in edge_sets]
    others = [widths[k] for k in range(3) if k != axis]
    area = np.outer(others[0], others[1])
    moved = np.moveaxis(diffusivity, axis, 0)
    return area, widths[axis][:, None, None] / (2 * moved)


def interior_links(edge_sets, diffusivity):
    index = np.arange(diffusivity.size).reshape(diffusivity.shape)
    first, second, strength = [], [], []
    for axis in range(3):
        area, half = half_resistances(edge_sets, diffusivity, axis)
        moved = np.moveaxis(index, axis, 0)
        first.append(moved[:-1].ravel())
        second.append(moved[1:].ravel())
        strength.append((area / (half[:-1] + half[1:])).ravel())
    return (np.concatenate(first), np.concatenate(second),
            np.concatenate(strength), index)


def laplacian(first, second, strength, size, phase=None):
    """Graph operator for sum strength*|phase*u_second-u_first|^2."""
    if phase is None:
        phase = np.ones(len(strength))
    rows = np.concatenate([first, second, first, second])
    cols = np.concatenate([first, second, second, first])
    data = np.concatenate([strength, strength, -strength * phase,
                           -strength * np.conj(phase)])
    return coo_matrix((data, (rows, cols)), shape=(size, size)).tocsc()


def factor(matrix):
    return splu(matrix.tocsc(), permc_spec="MMD_AT_PLUS_A",
                diag_pivot_thresh=0.0, options={"SymmetricMode": True})


def cell_diffusivity(eps, ratio, n_core=12, n_wall=4,
                     families=(True, True, True)):
    """Mean flux for unit mean gradient, using the mirror planes."""
    edges = half_edges(eps, n_core, n_wall)
    edge_sets = [edges] * 3
    diff = diffusivity_map(edge_sets, eps, ratio, families)
    first, second, strength, index = interior_links(edge_sets, diff)
    matrix = laplacian(first, second, strength, diff.size)
    area, half = half_resistances(edge_sets, diff, 0)
    left, right = (area / half[0]).ravel(), (area / half[-1]).ravel()
    boundary = np.zeros(diff.size)
    boundary[index[0].ravel()] += left
    boundary[index[-1].ravel()] += right
    source = np.zeros(diff.size)
    source[index[-1].ravel()] = right * 0.5
    field = factor(matrix + diags(boundary)).solve(source)
    return 4 * np.dot(left, field[index[0].ravel()])


def bloch_rate(eps, ratio, wave, n_core, n_wall):
    """Slowest decay rate of a modulation with wavenumber wave along x."""
    edges = half_edges(eps, n_core, n_wall)
    full = np.concatenate([-edges[:0:-1], edges])
    edge_sets = [full, edges, edges]
    diff = diffusivity_map(edge_sets, eps, ratio)
    first, second, strength, index = interior_links(edge_sets, diff)
    area, half = half_resistances(edge_sets, diff, 0)
    wrap = (area / (half[-1] + half[0])).ravel()
    phase = np.concatenate([np.ones(len(strength), complex),
                            np.full(len(wrap), np.exp(1j * wave))])
    first = np.concatenate([first, index[-1].ravel()])
    second = np.concatenate([second, index[0].ravel()])
    strength = np.concatenate([strength, wrap])
    solver = factor(laplacian(first, second, strength, diff.size, phase))
    widths = [np.diff(e) for e in edge_sets]
    volume = np.einsum("i,j,k->ijk", *widths).ravel()
    vector = np.ones(diff.size, complex)
    for _ in range(80):
        vector /= np.sqrt(np.sum(volume * np.abs(vector) ** 2))
        image = solver.solve(volume * vector)
        rate = 1 / np.real(np.vdot(vector, volume * image))
        vector = image
    return rate


def column_bound(eps, ratio):
    return ((2 * eps - eps**2) * ratio
            + (1 - eps)**2 / (1 - eps + eps / ratio))


def slice_bound(eps, ratio):
    mixed = (1 - eps)**2 + (2 * eps - eps**2) * ratio
    return 1 / (eps / ratio + (1 - eps) / mixed)


def check_bounds(value, eps, ratio):
    leading = 1 + 2 * eps * ratio
    slack = 1e-8 * leading  # linear-solver roundoff
    assert column_bound(eps, ratio) - slack <= value
    assert value <= slice_bound(eps, ratio) + slack
    assert (1 - 2 * eps) * leading - slack <= value
    assert value <= leading / (1 - eps) + slack


# Symbolic first-order terms of both bounds at fixed contrast.
e, q = sp.symbols("e q", positive=True)
slope = 2 * (q - 1) + 1 - 1 / q
for bound in (column_bound, slice_bound):
    expression = bound(e, q)
    assert sp.simplify(expression.subs(e, 0) - 1) == 0
    assert sp.simplify(sp.diff(expression, e).subs(e, 0) - slope) == 0

# Elementary estimates over a broad range of thickness and contrast.
for eps in np.geomspace(1e-5, 0.49, 60):
    for ratio in np.geomspace(1, 1e8, 60):
        low, high = column_bound(eps, ratio), slice_bound(eps, ratio)
        lead = 1 + 2 * eps * ratio
        tol = 1e-12 * lead
        assert (1 - 2 * eps) * lead <= low + tol
        assert low <= high + tol and high <= lead / (1 - eps) + tol
        unit = 2 * eps * ratio
        assert low - 1 >= unit * (1 - eps / 2 - 1 / ratio) - tol
        assert high - 1 <= unit * (1 + 0.5 / ratio) / (1 - eps) + tol

print("THIN-WALL TEST, D_b/D_g = 10000 (dimensionless)")
print("delta/d   wall fraction f   gain/(2 eps D_b)   gain/(f D_b)")
for eps in (0.1, 0.05, 0.025, 0.0125):
    ratio = 1e4
    value = cell_diffusivity(eps, ratio)
    check_bounds(value, eps, ratio)
    edges = half_edges(eps, 12, 4)
    widths = np.diff(edges)
    walls = diffusivity_map([edges] * 3, eps, ratio) > 1
    fraction = 8 * np.einsum("i,j,k,ijk", widths, widths, widths, walls)
    assert abs(fraction - (3 * eps - 3 * eps**2 + eps**3)) < 1e-12
    two_family = (value - 1) / (2 * eps * ratio)
    full_volume = (value - 1) / (fraction * ratio)
    assert 1 - eps / 2 - 1 / ratio <= two_family + 1e-8
    assert two_family <= (1 + 0.5 / ratio) / (1 - eps) + 1e-8
    assert full_volume < 0.75
    print(f"{eps:.4f}    {fraction:.6f}          {two_family:.5f}"
          f"            {full_volume:.5f}")

print("SHEET LIMIT, delta D_b/(d D_g) = 1 (dimensionless)")
errors = []
for eps in (0.1, 0.02, 0.004):
    value = cell_diffusivity(eps, 1 / eps)
    check_bounds(value, eps, 1 / eps)
    errors.append(abs(value - 3))
    print(f"delta/d = {eps:.3f}: K/D_g = {value:.5f}")
assert errors[0] > errors[1] > errors[2] and errors[2] < 0.01

eps, ratio = 0.002, 10.0
measured_slope = (cell_diffusivity(eps, ratio) - 1) / eps
predicted_slope = float(slope.subs(q, 10))
assert abs(measured_slope / predicted_slope - 1) < 0.02
print("FINITE CONTRAST, D_b/D_g = 10, delta/d = 0.002")
print(f"(K/D_g-1)/eps: cell {measured_slope:.4f},"
      f" first order {predicted_slope:.4f}")

print("WALL FAMILIES ALONE, delta/d = 0.02 (gain in units of D_g)")
eps = 0.02
for ratio in (100.0, 10000.0):
    normal = cell_diffusivity(eps, ratio, 8, 3, (True, False, False)) - 1
    parallel = cell_diffusivity(eps, ratio, 8, 3, (False, True, True)) - 1
    assert abs(normal - (1 / (1 - eps + eps / ratio) - 1)) < 1e-8
    assert abs(parallel / ((2 * eps - eps**2) * (ratio - 1)) - 1) < 1e-8
    print(f"D_b/D_g = {ratio:.0f}: normal {normal:.6f},"
          f" two parallel {parallel:.5f}")

print("DECAY RATE, delta/d = 0.05, D_b/D_g = 1000 (dimensionless)")
eps, ratio = 0.05, 1000.0
stationary = cell_diffusivity(eps, ratio, 8, 3)
print(f"K/D_g from steady flux = {stationary:.4f}")
decay_ratios = []
for wave in (0.01, 0.1, 1.0):
    scaled = stationary * wave**2
    decay_ratios.append(bloch_rate(eps, ratio, wave, 8, 3) / scaled)
    print(f"k d = {wave:.2f}: K k^2 d^2/D_g = {scaled:.5f},"
          f" rate/(K k^2) = {decay_ratios[-1]:.5f}")
assert abs(decay_ratios[0] - 1) < 1e-3
assert decay_ratios[0] > decay_ratios[1] > decay_ratios[2]
assert decay_ratios[2] < 0.5

# Worked example: round model parameters, no particular material.
period, thickness, thermal = 1000.0, 5.0, 0.1
barrier_grain, barrier_wall, prefactor = 1.6, 0.8, 0.1
D_grain = prefactor * np.exp(-barrier_grain / thermal)
D_wall = prefactor * np.exp(-barrier_wall / thermal)
eps, ratio = thickness / period, D_wall / D_grain
coarse = cell_diffusivity(eps, ratio)
fine = cell_diffusivity(eps, ratio, 16, 6)
check_bounds(fine, eps, ratio)
assert abs(coarse / fine - 1) < 1e-3
fraction = 1 - (1 - eps)**3
boundary = 2 * eps * D_wall
leading = D_grain + boundary
full_estimate = (1 - fraction) * D_grain + fraction * D_wall
K_example = fine * D_grain
assert abs(leading / K_example - 1) < 2 * eps
assert full_estimate / K_example > 1.4
to_si = constants.e / constants.hbar * constants.angstrom**2

print("WORKED EXAMPLE (diffusivities as hbar D in eV angstrom^2)")
print(f"d = {period:.0f} angstrom; delta = {thickness:.0f} angstrom")
print(f"k_B T = {thermal:.1f} eV; hbar D_0 = {prefactor:.1f} eV angstrom^2")
print(f"barriers: grain {barrier_grain:.1f} eV, wall {barrier_wall:.1f} eV")
print(f"delta/d = {eps:.4f}; f = {fraction:.6f}; D_b/D_g = {ratio:.2f}")
print(f"grain D_g = {D_grain:.5e} eV angstrom^2")
print(f"wall D_b = {D_wall:.5e} eV angstrom^2")
print(f"boundary term 2 delta D_b/d = {boundary:.5e} eV angstrom^2")
print(f"full-volume term f D_b = {fraction * D_wall:.5e} eV angstrom^2")
print(f"leading formula = {leading:.5e} eV angstrom^2")
print(f"numerical K = {K_example:.5e} eV angstrom^2")
print(f"lower bound = {column_bound(eps, ratio) * D_grain:.5e}"
      " eV angstrom^2")
print(f"upper bound = {slice_bound(eps, ratio) * D_grain:.5e}"
      " eV angstrom^2")
print(f"full-volume estimate = {full_estimate:.5e} eV angstrom^2")
print(f"leading formula/K = {leading / K_example:.5f}")
print(f"full-volume estimate/K = {full_estimate / K_example:.5f}")
print(f"relative grid change in K = {abs(coarse / fine - 1):.1e}")
print(f"d sqrt(K/D_g) = {period * np.sqrt(fine):.1f} angstrom")
print(f"numerical K converted = {K_example * to_si:.4e} m^2/s")
print(f"leading formula converted = {leading * to_si:.4e} m^2/s")
print("checks complete")
```

Output:

```
THIN-WALL TEST, D_b/D_g = 10000 (dimensionless)
delta/d   wall fraction f   gain/(2 eps D_b)   gain/(f D_b)
0.1000    0.271000          0.97291            0.71802
0.0500    0.142625          0.98695            0.69199
0.0250    0.073141          0.99354            0.67920
0.0125    0.037033          0.99675            0.67288
SHEET LIMIT, delta D_b/(d D_g) = 1 (dimensionless)
delta/d = 0.100: K/D_g = 2.83491
delta/d = 0.020: K/D_g = 2.96980
delta/d = 0.004: K/D_g = 2.99395
FINITE CONTRAST, D_b/D_g = 10, delta/d = 0.002
(K/D_g-1)/eps: cell 18.8906, first order 18.9000
WALL FAMILIES ALONE, delta/d = 0.02 (gain in units of D_g)
D_b/D_g = 100: normal 0.020200, two parallel 3.92040
D_b/D_g = 10000: normal 0.020406, two parallel 395.96040
DECAY RATE, delta/d = 0.05, D_b/D_g = 1000 (dimensionless)
K/D_g from steady flux = 99.5806
k d = 0.01: K k^2 d^2/D_g = 0.00996, rate/(K k^2) = 0.99984
k d = 0.10: K k^2 d^2/D_g = 0.99581, rate/(K k^2) = 0.98419
k d = 1.00: K k^2 d^2/D_g = 99.58064, rate/(K k^2) = 0.27378
WORKED EXAMPLE (diffusivities as hbar D in eV angstrom^2)
d = 1000 angstrom; delta = 5 angstrom
k_B T = 0.1 eV; hbar D_0 = 0.1 eV angstrom^2
barriers: grain 1.6 eV, wall 0.8 eV
delta/d = 0.0050; f = 0.014925; D_b/D_g = 2980.96
grain D_g = 1.12535e-08 eV angstrom^2
wall D_b = 3.35463e-05 eV angstrom^2
boundary term 2 delta D_b/d = 3.35463e-07 eV angstrom^2
full-volume term f D_b = 5.00682e-07 eV angstrom^2
leading formula = 3.46716e-07 eV angstrom^2
numerical K = 3.46250e-07 eV angstrom^2
lower bound = 3.45821e-07 eV angstrom^2
upper bound = 3.47485e-07 eV angstrom^2
full-volume estimate = 5.11768e-07 eV angstrom^2
leading formula/K = 1.00135
full-volume estimate/K = 1.47803
relative grid change in K = 6.4e-05
d sqrt(K/D_g) = 5546.9 angstrom
numerical K converted = 5.2605e-12 m^2/s
leading formula converted = 5.2675e-12 m^2/s
checks complete
```
